# The Piezoelectric Tensor of a Crystal with Point Group 6mm: verification in Python

```python
"""Piezoelectric tensor of a crystal with point group 6mm (polar axis = 3).

Result under test: of the 18 components e_ijk = dP_i/d(strain_jk), symmetric
in j and k, only e31 = e32, e33 and e15 = e24 are nonzero, and these three
values are free.  Voigt order of strain: 11, 22, 33, 23, 13, 12, where the
last three are engineering shears (twice the tensor components).
P = polarization, C = elastic stiffness, kappa = permittivity.
The device example uses round, rough constants typical of nitride barriers.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import null_space, orth

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
rng = np.random.default_rng(7)


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def to_tensor(matrix):
    tensor = np.zeros((3, 3, 3))
    for m, (j, k) in enumerate(PAIRS):
        tensor[:, j, k] = matrix[:, m]
        tensor[:, k, j] = matrix[:, m]
    return tensor


def to_voigt(tensor):
    return np.array([[tensor[i, j, k] for j, k in PAIRS] for i in range(3)])


def transform(R, matrix):
    return to_voigt(np.einsum('ia,jb,kc,abc->ijk', R, R, R,
                              to_tensor(matrix), optimize=True))


def invariant_space(generators):
    """Orthonormal basis of all tensors left unchanged by the generators."""
    rows = []
    for R in generators:
        action = np.array([transform(R, b.reshape(3, 6)).ravel()
                           for b in np.eye(18)]).T
        rows.append(action - np.eye(18))
    return null_space(np.vstack(rows), rcond=1e-10)


def close_group(generators):
    elements = [np.eye(3)]
    for g in elements:              # the list grows while it is scanned
        for R in generators:
            new = R @ g
            if not any(np.allclose(new, old) for old in elements):
                elements.append(new)
    return elements


def character_count(elements):
    return np.mean([np.trace(g) * (np.trace(g)**2 + np.trace(g @ g)) / 2
                    for g in elements])


def form_6mm(e31, e33, e15):
    return np.array([[0, 0, 0, 0, e15, 0],
                     [0, 0, 0, e15, 0, 0],
                     [e31, e31, e33, 0, 0, 0]], dtype=float)


# ---- symmetry reduction: null spaces against characters ----
half, sixth, third = rotation(np.pi), rotation(np.pi/3), rotation(2*np.pi/3)
mirror_v, mirror_h = np.diag([-1.0, 1, 1]), np.diag([1.0, 1, -1])
cases = {'no symmetry': ([np.eye(3)], 18),
         'half turn only': ([half], 8),
         'sixfold axis only': ([sixth], 4),
         '6mm': ([sixth, mirror_v], 3),
         '3m': ([third, mirror_v], 4),
         '6mm plus horizontal mirror': ([sixth, mirror_v, mirror_h], 0)}
print('Free piezoelectric constants (count) and group order:')
for name, (generators, expected) in cases.items():
    dimension = invariant_space(generators).shape[1]
    elements = close_group(generators)
    assert dimension == expected
    assert abs(character_count(elements) - dimension) < 1e-9
    print(f'  {name}: {dimension} constants, {len(elements)} operations')

# The whole invariant space must coincide with the derived form.
patterns = [form_6mm(*v).ravel() for v in np.eye(3)]
chiral = np.zeros((3, 6))
chiral[0, 3], chiral[1, 4] = 1, -1
for generators, basis in [([sixth, mirror_v], patterns),
                          ([sixth], patterns + [chiral.ravel()])]:
    found = invariant_space(generators)
    derived = orth(np.array(basis).T)
    assert np.allclose(found @ found.T, derived @ derived.T, atol=1e-10)
assert np.allclose(transform(mirror_v, chiral), -chiral)

# Half turn: survivors are exactly the components with an odd number of 3s.
found = invariant_space([half])
survives = np.diag(found @ found.T).reshape(3, 6) > 0.5
odd_threes = np.array([[((i == 2) + (j == 2) + (k == 2)) % 2 == 1
                        for j, k in PAIRS] for i in range(3)])
assert np.array_equal(survives, odd_threes)

# Any rotation about the axis leaves the form unchanged; a tilt does not.
sample = form_6mm(*rng.normal(size=3))
assert np.allclose(transform(rotation(0.37), sample), sample)
tilt = rotation(0.37)[np.ix_([2, 0, 1], [2, 0, 1])]
assert not np.allclose(transform(tilt, sample), sample, atol=1e-3)


# ---- physical model: a movable ion held by springs to charged sites ----
def cluster_response(n_ring, altered_spring=1.0):
    """Dipole change per unit Voigt strain, in ion charge x ring radius."""
    angles = 2 * np.pi * np.arange(n_ring) / n_ring
    ring = np.column_stack([np.cos(angles), np.sin(angles),
                            np.full(n_ring, -0.4)])
    sites = np.vstack([ring, [0, 0, 1.1]])
    rest = np.linalg.norm(sites, axis=1)
    stiffness = np.ones(n_ring + 1)
    stiffness[0] = altered_spring

    def dipole(strain):
        moved = sites + sites @ strain
        ion = np.zeros(3)
        for _ in range(15):         # relax the ion to zero force
            bonds = moved - ion
            length = np.linalg.norm(bonds, axis=1)
            unit = bonds / length[:, None]
            force = (stiffness * (length - rest)) @ unit
            ion = ion + np.linalg.solve((unit.T * stiffness) @ unit, force)
        assert np.linalg.norm(force) < 1e-12
        return ion - moved.mean(axis=0)     # neutral cluster

    response, h = np.zeros((3, 6)), 1e-4
    for m, (j, k) in enumerate(PAIRS):
        strain = np.zeros((3, 3))
        strain[j, k] += h / 2
        strain[k, j] += h / 2
        response[:, m] = (dipole(strain) - dipole(-strain)) / (2 * h)
    return response


six = cluster_response(6)
c31, c33, c15 = six[2, 0], six[2, 2], six[0, 4]
assert np.allclose(six, form_6mm(c31, c33, c15), atol=1e-6)
assert min(abs(c31), abs(c33), abs(c15)) > 0.01
three = cluster_response(3)
assert abs(three[0, 0]) > 0.01
assert np.allclose([three[0, 1], three[1, 5]], -three[0, 0], atol=1e-6)
broken = cluster_response(6, altered_spring=2.0)
assert abs(broken[0, 0]) > 0.01
print('Spring cluster, dipole per strain (ion charge x ring radius):')
print(f'  sixfold ring: 31 {c31:.4f}, 33 {c33:.4f}, 15 {c15:.4f}')
print(f'  sixfold ring, largest forbidden entry below 1e-6: '
      f'{np.max(np.abs(six - form_6mm(c31, c33, c15))) < 1e-6}')
print(f'  threefold ring: extra constant 11 = {three[0, 0]:.4f}')
print(f'  sixfold ring, one spring doubled: 11 = {broken[0, 0]:.4f}')

# ---- elasticity of the film, from a random stable 6mm crystal ----
A = rng.normal(size=(6, 6))
raw = A @ A.T + np.eye(6)
C4 = np.zeros((3, 3, 3, 3))
for m, (i, j) in enumerate(PAIRS):
    for n, (k, l) in enumerate(PAIRS):
        for a, b in {(i, j), (j, i)}:
            for c, d in {(k, l), (l, k)}:
                C4[a, b, c, d] = raw[m, n]
C4 = np.mean([np.einsum('ia,jb,kc,ld,abcd->ijkl', g, g, g, g, C4,
                        optimize=True)
              for g in close_group([sixth, mirror_v])], axis=0)
Cv = np.array([[C4[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])
assert np.isclose(Cv[2, 0], Cv[2, 1])
assert np.allclose(Cv[2, 3:], 0, atol=1e-10)
free = [2, 3, 4]                    # stresses 33, 23, 13 vanish on top face
relaxed = np.linalg.solve(Cv[np.ix_(free, free)],
                          -Cv[np.ix_(free, [0, 1])] @ np.ones(2))
assert np.allclose(relaxed, [-2 * Cv[0, 2] / Cv[2, 2], 0, 0], atol=1e-9)

# ---- worked example: strained barrier layer, SI units inside ----
e31, e33, e15 = -0.5, 1.0, -0.3             # C/m2
C13, C33 = 100e9, 400e9                     # Pa
strain_in, shear13 = 0.006, 0.001           # tensor strains
kappa_rel, thickness = 10.0, 20e-9
kappa = kappa_rel * sc.epsilon_0
e_matrix = form_6mm(e31, e33, e15)

S = rng.normal(size=(3, 3))
S = S + S.T
direct = np.einsum('ijk,jk->i', to_tensor(e_matrix), S)
assert np.allclose(direct, [2*e15*S[0, 2], 2*e15*S[1, 2],
                            e31*(S[0, 0] + S[1, 1]) + e33*S[2, 2]])

strain33 = -2 * C13 / C33 * strain_in
film = np.diag([strain_in, strain_in, strain33])
film[0, 2] = film[2, 0] = shear13
P = np.einsum('ijk,jk->i', to_tensor(e_matrix), film)
assert np.isclose(P[2], 2 * strain_in * (e31 - e33 * C13 / C33))
sheet = abs(P[2]) / sc.e * 1e-4             # cm^-2
field = -P[2] / kappa                       # open circuit, rigid strain

print('Example inputs (round, rough nitride-barrier regime):')
print(f'  e31 {e31:.2f}, e33 {e33:.2f}, e15 {e15:.2f} C/m2')
print(f'  C13 {C13/1e9:.0f} GPa, C33 {C33/1e9:.0f} GPa')
print(f'  in-plane strain {100*strain_in:.2f} %')
print(f'  added tensor shear strain 13: {100*shear13:.2f} %')
print(f'  relative permittivity {kappa_rel:.0f}')
print(f'  barrier thickness {thickness*1e9:.0f} nm')
print('Example results:')
print(f'  strain along axis {100*strain33:.3f} %')
print(f'  P3 part from e31: {200*e31*strain_in:.3f} uC/cm2')
print(f'  P3 part from e33: {100*e33*strain33:.3f} uC/cm2')
print(f'  P3 total {100*P[2]:.3f} uC/cm2 = {P[2]:.5f} C/m2')
print(f'  equivalent sheet density {sheet:.3e} cm^-2')
print(f'  unscreened piezoelectric field {field*1e-8:.3f} MV/cm')
print(f'  P1 from added shear {100*P[0]:.3f} uC/cm2')

# ---- sizes of neglected effects, from rough inputs ----
P_spont = -0.015                            # C/m2, mismatch at interface
second_order = 10.0                         # C/m2, multiplies strain squared
pyro, heating = 5e-6, 150.0                 # C/(m2 K), K
breakdown, gap_eV = 5e8, 4.0                # V/m, eV
barrier_eV, mass_ratio = 1.0, 0.2

# Coupled free-surface and open-circuit conditions, scaled to order one.
coupled = np.array([[C33 / 1e11, -e33 / 1e3], [e33, kappa * 1e8]])
source = np.array([-2 * C13 * strain_in / 1e11, -2 * e31 * strain_in])
field_coupled = np.linalg.solve(coupled, source)[1] * 1e8
assert np.isclose(field_coupled, -P[2] / (kappa + e33**2 / C33))

total_field = abs(P[2] + P_spont) / kappa
drop = total_field * thickness
phi, mass = barrier_eV * sc.e, mass_ratio * sc.m_e
path = barrier_eV / total_field
assert path < thickness                     # triangular barrier applies
wkb = 2 * path * quad(lambda s: np.sqrt(2*mass*phi*(1 - s)) / sc.hbar,
                      0, 1)[0]
closed = 4*np.sqrt(2*mass)*phi**1.5 / (3*sc.hbar*sc.e*total_field)
assert np.isclose(wkb, closed, rtol=1e-6)

print('Neglected effects (rough inputs), share of |P3| where given:')
for label, value in [('spontaneous mismatch', abs(P_spont)),
                     ('second-order piezoelectricity',
                      second_order * strain_in**2),
                     ('pyroelectric change', pyro * heating)]:
    print(f'  {label}: {100*value:.3f} uC/cm2, '
          f'{100*value/abs(P[2]):.1f} %')
print(f'  second-order coefficient used {second_order:.0f} C/m2')
print(f'  pyroelectric input {pyro*1e6:.0f} uC/(m2 K), '
      f'heating {heating:.0f} K')
print(f'  field lowered by strain back-action: '
      f'{100*(1 - field_coupled/field):.2f} %')
print(f'  unscreened field with spontaneous part '
      f'{total_field*1e-8:.3f} MV/cm')
print(f'  rough breakdown field {breakdown*1e-8:.1f} MV/cm, '
      f'fraction reached {total_field/breakdown:.2f}')
print(f'  unscreened drop over barrier {drop:.2f} V, '
      f'rough gap {gap_eV:.1f} eV')
print(f'  tunnel barrier {barrier_eV:.1f} eV, mass {mass_ratio:.1f} m_e, '
      f'path {path*1e9:.2f} nm')
print(f'  tunnelling exponent {wkb:.2f}, factor {np.exp(-wkb):.1e}')
print('ALL CHECKS PASSED')
```

Running it gives:

```
Free piezoelectric constants (count) and group order:
  no symmetry: 18 constants, 1 operations
  half turn only: 8 constants, 2 operations
  sixfold axis only: 4 constants, 6 operations
  6mm: 3 constants, 12 operations
  3m: 4 constants, 6 operations
  6mm plus horizontal mirror: 0 constants, 24 operations
Spring cluster, dipole per strain (ion charge x ring radius):
  sixfold ring: 31 -0.5660, 33 0.6065, 15 -0.3071
  sixfold ring, largest forbidden entry below 1e-6: True
  threefold ring: extra constant 11 = 0.5000
  sixfold ring, one spring doubled: 11 = 0.1830
Example inputs (round, rough nitride-barrier regime):
  e31 -0.50, e33 1.00, e15 -0.30 C/m2
  C13 100 GPa, C33 400 GPa
  in-plane strain 0.60 %
  added tensor shear strain 13: 0.10 %
  relative permittivity 10
  barrier thickness 20 nm
Example results:
  strain along axis -0.300 %
  P3 part from e31: -0.600 uC/cm2
  P3 part from e33: -0.300 uC/cm2
  P3 total -0.900 uC/cm2 = -0.00900 C/m2
  equivalent sheet density 5.617e+12 cm^-2
  unscreened piezoelectric field 1.016 MV/cm
  P1 from added shear -0.060 uC/cm2
Neglected effects (rough inputs), share of |P3| where given:
  spontaneous mismatch: 1.500 uC/cm2, 166.7 %
  second-order piezoelectricity: 0.036 uC/cm2, 4.0 %
  pyroelectric change: 0.075 uC/cm2, 8.3 %
  second-order coefficient used 10 C/m2
  pyroelectric input 5 uC/(m2 K), heating 150 K
  field lowered by strain back-action: 2.75 %
  unscreened field with spontaneous part 2.711 MV/cm
  rough breakdown field 5.0 MV/cm, fraction reached 0.54
  unscreened drop over barrier 5.42 V, rough gap 4.0 eV
  tunnel barrier 1.0 eV, mass 0.2 m_e, path 3.69 nm
  tunnelling exponent 11.27, factor 1.3e-05
ALL CHECKS PASSED
```
